# Unfolding Doped-Supercell Spectra: Rigid Edge Shifts versus Impurity Broadening

## What symmetry and dimensions allow

Let a fraction $c$ of the cells of a crystal carry an extra on-site energy $U$, with one orbital per cell for the moment. Let $C$ be the summed squared coupling of a Bloch state of momentum $k$ to all other momenta. It is an energy squared and quadratic in the dopant potential $V$, so $C=f(c)\,U^2$.

Adding the constant $-U$ to every cell couples no two different momenta, so it leaves $C$ unchanged. It does turn the crystal into one where a fraction $1-c$ of the cells carries $-U$. Hence $f(c)=f(1-c)$. At $c=0$ and $c=1$ the crystal is periodic, so $f$ vanishes there. Finally, $C=\langle V^2\rangle-\langle V\rangle^2$ in a Bloch state that visits all cells equally. The first term is linear in $c$ and the second is the square of a linear function, so $f=A\,c(1-c)$. For small $c$, $\langle V^2\rangle=cU^2$ dominates and $A=1$:

$$C=c(1-c)\,U^2,\qquad \text{mean shift}=cU .$$

A uniform, rigid energy shift contributes to the second quantity and not to the first. Band unfolding gives access to both, and so can tell a moved band edge from a broadened one. The supercell gap alone cannot.

## What the unfolding option computes

A supercell holds $N$ primitive cells, $j=0,\dots,N-1$, with lattice constant 1 and orthonormal orbitals $\alpha$. For supercell momentum $K$ the compatible primitive momenta are $k=K+2\pi n/N$, and the Fourier states are

$$|k\alpha\rangle=\frac1{\sqrt N}\sum_j e^{ikj}|j\alpha\rangle .$$

They form a complete orthonormal set. An eigenstate $H|\psi_m\rangle=E_m|\psi_m\rangle$ has amplitudes $a_{m\alpha}(k)=\langle k\alpha|\psi_m\rangle$. The unfolded plot shows the weight $\sum_\alpha|a_{m\alpha}(k)|^2$ at energy $E_m$. Completeness of the Fourier states makes the weights of one eigenstate add up to 1 over all $k$. Completeness of the eigenstates makes the weights of one orbital at one $k$ add up to 1 over all $m$.

In a clean supercell, levels from different $k$ can be degenerate, and a diagonalizer may return any mixture of them. Weights of degenerate levels must therefore be added before they are read.

The model used below has orbitals $s$ and $p$ and the clean Hamiltonian (in eV)

$$H_0(k)=\begin{pmatrix}2.6-2\cos k & 0.8\,i\sin k\\ -0.8\,i\sin k & -1.6+\cos k\end{pmatrix}.$$

At $k=0$ the orbitals decouple. The conduction edge is $2.6-2=0.6$ eV, purely $s$; the valence edge is $-1.6+1=-0.6$ eV, purely $p$. The gap is direct and equals 1.2 eV. These are round model parameters and represent no material.

The full Hamiltonian is $H=H_0+S+V$. The operator $S$ adds $s_c$ to every clean conduction state and $s_v$ to every clean valence state. It stands in for the shifts that a carrier gas causes in a heavily doped semiconductor; it does not derive them. The operator $V$ puts the matrix $U=\mathrm{diag}(U_s,U_p)$ on $cN$ distinct cells.

## Two matrices to extract from the weights

Form the moments

$$[M_p(k)]_{\alpha\beta}=\sum_m E_m^p\,a_{m\alpha}a_{m\beta}^* =\sum_m\langle k\alpha|\psi_m\rangle E_m^p\langle\psi_m|k\beta\rangle=\langle k\alpha|H^p|k\beta\rangle .$$

The last equality is the spectral resolution of $H^p$. For $p=0$ it gives $M_0=1$, which is a useful check on the projection.

The first moment $M_1(k)$ is an effective primitive-cell Hamiltonian, and its eigenvalues are centroid bands. For the second, let $P_k=\sum_\alpha|k\alpha\rangle\langle k\alpha|$ and $Q_k=1-P_k$. Inserting $1=P_k+Q_k$ between the two factors of $H$ gives

$$M_2=\langle k|H P_k H|k\rangle+\langle k|HQ_kH|k\rangle=M_1^2+C(k),$$

$$C(k)=M_2-M_1^2=\langle k|HQ_kH|k\rangle .$$

Here $\langle k|\cdot|k\rangle$ denotes the matrix in orbital space. Since $Q_k^2=Q_k$, the diagonal element $C_{\alpha\alpha}$ is the squared length of $Q_kH|k\alpha\rangle$. Thus $C(k)=0$ if and only if $H$ does not couple $k$ to any other momentum.

**Rigid-shift criterion.** Bands are rigidly shifted on a window of $k$ if $H|nk\rangle=(\varepsilon_n(k)+s_n)|nk\rangle$ there, with clean Bloch states $|nk\rangle$ and constant $s_n$. Then $H$ keeps $k$, so $C=0$, and $M_1$ has the clean eigenvectors with eigenvalues $\varepsilon_n+s_n$. Conversely, if $C=0$, then $H|k\alpha\rangle=\sum_\beta|k\beta\rangle[M_1]_{\beta\alpha}$. If $M_1$ also has those eigenvectors and eigenvalues, the defining equation follows. Both conditions are needed: $C=0$ alone would also admit a periodic perturbation that reshapes the bands.

## What dopants do to the two matrices

Write $\rho_q=N^{-1}\sum_{d}e^{-iqd}$, where $d$ runs over the dopant cells. The Fourier states give

$$\langle k+q,\alpha|V|k\beta\rangle=U_{\alpha\beta}\,\rho_q,\qquad \rho_0=\frac{cN}{N}=c .$$

The part diagonal in $k$ is therefore $cU$. Since $H_0$ and $S$ conserve $k$, this gives

$$M_1(k)=H_0(k)+S(k)+cU .$$

For the same reason $Q_kH|k\alpha\rangle=Q_kV|k\alpha\rangle$. Each dopant cell carries $U$ once, so $V^2$ carries $U^2$ on the same cells and $\langle k|V^2|k\rangle=cU^2$. Hence

$$C(k)=\langle k|V^2|k\rangle-\langle k|V|k\rangle^2=cU^2-c^2U^2=c(1-c)U^2 .$$

Both results hold for every arrangement, not merely on average. They were tested on 20-cell chains with clustered and with separated dopants, at zero and nonzero $K$, with $S$ present.

Two consequences matter in use. First, the average dopant potential $cU$ is part of the shift, not of the broadening. Second, in the dilute limit the shift falls as $c$ but $\sqrt C$ falls as $\sqrt c$. Their ratio for one orbital is

$$\frac{\sqrt{c(1-c)}\,|U|}{c|U|}=\sqrt{\frac{1-c}{c}},$$

which is 4.4 at $c=0.05$. Dilution therefore does not make these dopants act more like a rigid shift by this measure.

**Extended potentials.** If each dopant carries a potential $v(R)$, diagonal in the orbitals, on cells at distance $R$, replace $U$ by $v_q=\sum_Re^{-iqR}v(R)$. Then the shift is $cv_0$ and

$$C=\sum_{q\ne0}v_q^\dagger v_q\,|\rho_q|^2 .$$

Now $C$ generally depends on the arrangement through $|\rho_q|^2$. The on-site formula should not be used to infer the strength of such a potential.

## Equal gaps, different spectra

Take $c=0.05$, $U_s=-0.5$ eV, $U_p=-0.2$ eV and $S=0$, in a chain of 400 cells with 20 randomly placed dopants. The supercell band edges are 0.4864 and $-0.6014$ eV, so the gap is 1.0878 eV, a narrowing of 0.112 eV.

Because $V$ has no positive eigenvalue, adding it cannot raise any ordered eigenvalue. The valence top therefore cannot rise, and here it falls by 0.0014 eV. The narrowing comes from the conduction side, which falls by 0.1136 eV.

The centroids at $k=0$ tell a different story:

$$0.6+0.05(-0.5)=0.575\ \text{eV},\qquad -0.6+0.05(-0.2)=-0.610\ \text{eV}.$$

Their separation is 1.185 eV, a narrowing of 0.015 eV. The supercell gap of this sample thus overstates the centroid narrowing by a factor of about 7.5. The factor is not converged in size: averaged over arrangements it rises from about 6 at 100 cells to about 14 at 6400 cells, while the centroids do not move.

For comparison, a second chain has no dopants but has $s_c=-0.1136$ eV and $s_v=-0.0014$ eV, chosen to reproduce the same two edges. The two gaps agree by construction. The weights do not:

- Rigid chain: $\sqrt{C_{ss}}=0$, and the lowest conduction state has weight 1 at $k=0$.
- Doped chain: $\sqrt{C_{ss}}=\sqrt{0.05\times0.95}\times0.5=0.109$ eV, and the lowest conduction state has weight 0.057 at $k=0$.

**Reading the edge state.** With $w_k$ its weight at $k$, the doped edge state occupies an effective number $1/\sum_kw_k^2=27.9$ of the 400 momenta. The edge state of the rigid chain occupies one. The doped edge at 0.4864 eV is therefore the energy of a state built from many momenta, not that of a shifted Bloch state. The weights $w_k$ alone do not fix the shape of this state in space, because they omit the phases of its amplitudes.

**The centroid shift is not rigid either.** Away from $k=0$ the orbitals mix. To first order in $cU$, a conduction state with $s$ fraction $f$ shifts by $c[fU_s+(1-f)U_p]$. At $k=\pi/4$ the clean matrix has half-difference 1.039 eV between its diagonal elements and coupling 0.566 eV, so

$$f=\tfrac12\left(1+\frac{1.039}{\sqrt{1.039^2+0.566^2}}\right)=0.94 .$$

The shift is $-0.025\times0.94-0.010\times0.06=-0.0241$ eV, as found from $M_1$; at $k=0$ it is $-0.0250$ eV. The conduction and valence shifts add up to $c(U_s+U_p)=-0.035$ eV at every $k$, because the trace of $M_1-H_0$ is fixed.

## Why $\sqrt C$ is not a linewidth

The matrix $C$ sums squared couplings to all momenta. For random placement, every pair of different cells has the same probability $g$ of being doubly occupied. For $q\neq0$ the full double sum of $e^{-iq(j-l)}$ over cells vanishes, so its off-diagonal part is $-N$, and the average is

$$\overline{|\rho_q|^2}=\frac{Nc-Ng}{N^2}.$$

This does not depend on $q$. Near and distant momenta contribute equally to $C$.

They do not contribute equally to the visible peak. Consider one band and a momentum $k'$ whose energy differs by $\Delta$, large compared with the coupling $V_{k'k}$. To leading order, the eigenstate near $k'$ carries weight $|V_{k'k}|^2/\Delta^2$ of the original state. Multiplied by $\Delta^2$, it adds $|V_{k'k}|^2$ to the second moment however small the weight is. Thus $\sqrt C$ includes weak, distant tails.

In this chain the $s$ weight lying more than 0.2 eV from the centroid is about 1.4 % of the total but supplies about 78 % of $C_{ss}$. Quantiles are much less sensitive to such tails. For twelve random 400-cell arrangements pooled together, the energies below which 16, 50 and 84 % of the $k=0$ weight lies are:

- $s$ weight: 0.529, 0.555 and 0.615 eV;
- $p$ weight: $-0.6114$, $-0.6049$ and $-0.6023$ eV.

Half the central 68 % interval is 0.043 eV for $s$ and 0.0045 eV for $p$, against $\sqrt C$ values of 0.109 and 0.044 eV. The pooled interval includes variation between arrangements. Other sets of twelve arrangements move the outer $s$ quantiles by up to 0.006 eV and give half-widths of 0.043–0.046 eV for $s$ and 0.0045–0.0053 eV for $p$, so the last digit is not stable.

The $s$ median lies 0.045 eV below the clean edge, whereas the centroid lies 0.025 eV below it. The upper part of the interval is also longer than the lower part, 0.060 against 0.027 eV. The $s$ weight is in fact two-peaked: about a third lies between 0.54 and 0.56 eV, where an isolated dopant binds a level in this chain (0.556 eV), and over a quarter lies between 0.60 and 0.62 eV, with little in between. The median sits on the first peak and the 84 % point on the second; the second peak and a weak high-energy tail pull the centroid above the median. Since the displacement of the median is about as large as the half-width, a single shifted conduction edge is a poor description here.

The gap between medians is $0.555+0.605=1.160$ eV. The mean supercell gap over the same arrangements is 1.062 eV, with a standard deviation of 0.028 eV. This gap keeps falling with supercell size, from about 1.11 eV at 100 cells to about 0.99 eV at 6400 cells, so it must be quoted together with $N$. A quoted narrowing must say which of these gaps it uses.

## Broadening or superlattice?

A nonzero $C$ proves momentum coupling, not disorder. Put the same dopants on every twentieth cell: $c$ is unchanged, so $C$ is too, and $\sqrt{C_{ss}}$ is again 0.109 eV. Yet the spectrum at each $k$ consists of discrete lines. The superlattice couples $k$ only to $k+2\pi n/20$, which makes 20 momenta with two orbitals each, hence at most 40 levels. This block of the Hamiltonian is the same for every $N$ that is a multiple of 20.

Size scaling separates the cases if the cells are large enough. In small cells, weak disorder can leave a single dominant level, just as a superlattice can. Let $p_m$ be the $s$ weight of each distinct level at $k=0$, and define the effective level number $n_{\rm eff}=1/\sum_mp_m^2$.

| Cells | Random, mean of 12 | Ordered |
|---:|---:|---:|
| 100 | 4.4 | 1.3 |
| 200 | 8.0 | 1.3 |
| 400 | 14.4 | 1.3 |

The ordered value is constant, as the block argument requires. The random value grows by a factor of about 1.8 per doubling: more levels share the same weight as the supercell grows. Growth proportional to $N$ in much longer chains is a plausible conjecture, since localized states would each carry weight of order $1/N$, but these sizes do not establish it.

## Separating a rigid shift from the dopant average

When both effects are present, the centroid gives only their sum. At $k=0$, $S$ is diagonal in $s$ and $p$, so for known $c$

$$|U_\alpha|=\sqrt{\frac{C_{\alpha\alpha}}{c(1-c)}},\qquad s_\alpha=[M_1-H_0]_{\alpha\alpha}-cU_\alpha ,$$

where $s_s=s_c$ and $s_p=s_v$. The matrix $C$ does not give the sign of $U_\alpha$, because it contains only the square; the sign must be known or found from other information.

In a mixed chain with planted shifts $s_c=-0.06$ and $s_v=+0.04$ eV, the measured centroid shifts are $-0.085$ and $+0.030$ eV. The matrix $C$ returns $|U_s|=0.5$ and $|U_p|=0.2$ eV. For attractive dopants,

$$s_c=-0.085+0.025=-0.060\ \text{eV},\qquad s_v=0.030+0.010=0.040\ \text{eV}.$$

Taking the dopants as repulsive would give $-0.110$ and $+0.020$ eV, errors of size $2c|U_\alpha|$. The separation relies on identical on-site dopants and on a shift operator that conserves $k$.

## Choosing the settings

**States.** Include all eigenstates of the orbital basis if moments are wanted, and check $M_0=1$. A truncated energy window removes the tails that $C$ counts, so the formulas above no longer apply. Quantiles of the weight inside the window remain meaningful if the missing weight is reported. In a nonorthogonal basis, orthonormalize first, in a way that respects the primitive translations. This spreads an on-site dopant term over neighbouring cells, so the moment identity survives but $C=c(1-c)U^2$ and the separation of shifts built on it generally do not.

**Smearing.** Compute moments from the bare levels. Gaussian smearing of standard deviation $\eta$ replaces $E_m^2$ by $E_m^2+\eta^2$ and leaves $E_m$ unchanged, so it changes $C$ to $C+\eta^2\mathbb 1$. Even a rigid band then appears broad. A Lorentzian has no finite second moment and should be kept for display.

**Supercells.** Use several sizes at fixed $c$ and several random arrangements at each size. One small periodic supercell is itself a superlattice, and its few sharp lines can hide the broadening.

**Reference.** Align the energy zero of the clean and doped calculations before reading $M_1-H_0$. An alignment error $\delta$ moves both centroids by $\delta$; it leaves $C$ and the gaps unchanged.

**Decision.** Call a shift rigid if $C$ vanishes within numerical error over the window, the shift is constant in $k$, and the clean Bloch states survive. If $C$ is finite, look for growth of $n_{\rm eff}$ with cell size as a sign of disorder (its absence in small cells does not exclude weak disorder, and a smoothly graded, nonrandom dopant density also makes it grow), then report the median and the central interval together with the distribution itself, which may have more than one peak. Give the supercell edge separately, with its weight at the band-edge momentum.

These rules concern one-electron spectra. The chain is one-dimensional and omits electron interactions, lattice relaxation and dopant charge screening, so its widths should not be carried over to a real crystal. Neither should its edge state: an attractive dopant binds a level in this chain, whereas in a one-band simple cubic model of $9^3$ sites with the same $c$ and $U_s$ and hopping 1 or 1/3 eV, $\sqrt C$ is again about 0.11 eV but the edge state keeps weight 0.98 or more at $k=0$ and its shift exceeds the centroid shift only by a factor of 1.1 to 1.5. A finite $C$ does not by itself mean a visibly broadened edge. The identity $M_2=M_1^2+\langle k|HQ_kH|k\rangle$ needs only an orthonormal basis and a Hermitian $H$; the result $C=c(1-c)U^2$ also needs identical on-site dopants in an otherwise periodic crystal. The numerical output below lists the main values used here.

## Computed values

```
on-site energies s, p (eV): 2.6 -1.6
hoppings ss, sp, ps, pp (eV): -1.0 0.4 -0.4 0.5
dopant U_s, U_p (eV): -0.5 -0.2
dopant fraction c: 0.05  arrangements per size: 12
clean edges c, v (eV): 0.6000 -0.6000
clean gap (eV): 1.2000
-- disordered sample, cells: 400
eigenvalue edges c, v (eV): 0.4864 -0.6014
eigenvalue gap (eV): 1.0878
eigenvalue narrowing (eV): 0.1122
centroids c, v at k=0 (eV): 0.5750 -0.6100
centroid gap (eV): 1.1850
root C_ss, C_pp (eV): 0.1090 0.0436
edge-state weight at k=0: 0.0573
edge-state effective number of k points: 27.90
shift of M1 bands c, v at k=0 (eV): -0.0250 -0.0100
shift of M1 bands c, v at k=pi/4 (eV): -0.0241 -0.0109
shift of M1 bands c, v at k=pi/2 (eV): -0.0245 -0.0105
-- rigid chain with the same eigenvalue gap
imposed shifts c, v (eV): -0.1136 -0.0014
eigenvalue gap (eV): 1.0878
centroid gap (eV): 1.0878
root C_ss, C_pp (eV): 0.0000 0.0000
edge-state weight at k=0: 1.0000
-- random ensemble, cells: 400
eigenvalue gap mean, std (eV): 1.0623 0.0281
s weight 16, 50, 84 % energies (eV): 0.5288 0.5553 0.6152
p weight 16, 50, 84 % energies (eV): -0.6114 -0.6049 -0.6023
half 68 % widths s, p (eV): 0.0432 0.0045
-- effective level number of s weight at k=0
cells 100: random mean 4.441, ordered 1.305
cells 200: random mean 7.970, ordered 1.305
cells 400: random mean 14.356, ordered 1.305
ordered root C_ss (eV): 0.1090
-- mixed chain
planted shifts c, v (eV): -0.0600 0.0400
eigenvalue gap (eV): 0.9879
centroid shifts c, v (eV): -0.0850 0.0300
inferred |U_s|, |U_p| (eV): 0.5000 0.2000
recovered shifts c, v (eV): -0.0600 0.0400
with wrong sign of U (eV): -0.1100 0.0200
```
